\section*{The Bohm Criterion from the Linearized Sheath Equation}

\section*{The problem}

A plasma faces a flat, negatively biased wall. Next to the wall lies a sheath, a layer in which the ion and electron densities differ. The task is to find how fast the ions must enter this layer if the potential is to fall monotonically from the plasma to the wall.

The model is one-dimensional and steady. Inside the sheath there are no collisions and no ionization. The ions are singly charged with mass $M$, and they are cold: all of them enter with the same speed $u_0>0$, directed toward the wall. The electrons have temperature $T$, and the wall is negative enough to turn back nearly all of them.

The algebra uses atomic units, in which the elementary charge, the electron mass, $\hbar$ and $4\pi\varepsilon_0$ equal one. Boltzmann's constant is absorbed in $T$, which is therefore an energy. The coordinate $x$ increases toward the wall. The potential $\phi$ is zero at the plasma edge of the sheath, where both densities equal $n_0$, and negative inside it. Until part (g), the electric field also vanishes at the edge. On the scale of the sheath this edge lies far away, so that $\phi\to0$ and $\phi'\to0$ as $x\to-\infty$.

\section*{(a) Ion density}

\textbf{Question.} Express the ion density $n_i$ in terms of the local potential.

\textbf{Solution.} An ion has charge $+1$ and conserves its energy. With $v$ its speed where the potential is $\phi$,
\begin{equation}
\tfrac12 Mv^2+\phi=\tfrac12 Mu_0^2
\quad\Rightarrow\quad
v=u_0\sqrt{1-\frac{2\phi}{Mu_0^2}} .
\end{equation}
Since $\phi<0$, the root exceeds one and the ion speeds up. In a steady state without sources the flux is the same at every $x$, so $n_iv=n_0u_0$ and
\begin{equation}
n_i=n_0\left(1-\frac{2\phi}{Mu_0^2}\right)^{-1/2}.
\label{eq:ni}
\end{equation}
Acceleration thins the ions. A given drop in potential thins slow ions more, because it changes their speed by a larger factor.

\section*{(b) Electron density}

\textbf{Question.} Find the electron density $n_e$ from the balance of forces on the electrons.

\textbf{Solution.} The field is $-\phi'$ and the electron charge is $-1$, so the electric force per unit volume is $+n_e\phi'$. The pressure is $n_eT$ with uniform $T$, and its force per unit volume is $-Tn_e'$. Because nearly all electrons are turned back, their net flow is small and its inertia can be neglected. The two forces then cancel:
\begin{equation}
n_e\phi'-Tn_e'=0
\quad\Rightarrow\quad
\frac{d\ln n_e}{dx}=\frac1T\frac{d\phi}{dx}.
\end{equation}
Integration from the edge, where $n_e=n_0$ and $\phi=0$, gives the Boltzmann law
\begin{equation}
n_e=n_0e^{\phi/T}.
\label{eq:ne}
\end{equation}
Both densities thus fall toward the wall, for different reasons. The sign of the space charge depends on which falls faster.

The Boltzmann law overestimates the electron density close to an absorbing wall. Electrons that reach such a wall do not return, so only the half moving toward it is present there, and the density is about half the Boltzmann value. The missing electrons make the space charge more positive, which helps the potential to keep falling.

\section*{(c) Linearized Poisson equation}

\textbf{Question.} Write Poisson's equation for the sheath and reduce it to first order in $\phi$.

\textbf{Solution.} The charge density is $n_i-n_e$, and in these units
\begin{equation}
\phi''=-4\pi(n_i-n_e).
\label{eq:poisson}
\end{equation}
Near the edge $|\phi|$ is small compared with both $T$ and $Mu_0^2$. With $(1-y)^{-1/2}\approx1+y/2$ for $y=2\phi/(Mu_0^2)$, and $e^y\approx1+y$ for $y=\phi/T$,
\begin{align}
n_i&\approx n_0\left(1+\frac{\phi}{Mu_0^2}\right), &
n_e&\approx n_0\left(1+\frac{\phi}{T}\right).
\end{align}
The constant terms cancel because the edge is neutral. Hence
\begin{equation}
\phi''=-4\pi n_0\left(\frac1{Mu_0^2}-\frac1T\right)\phi
=\kappa^2\phi,
\qquad
\kappa^2=4\pi n_0\left(\frac1T-\frac1{Mu_0^2}\right).
\label{eq:kappa}
\end{equation}
The symbol $\kappa^2$ stands for a coefficient that may have either sign. Two scales make its structure visible, the Debye length $\lambda$ and a speed $c_s$:
\begin{equation}
\lambda=\sqrt{\frac{T}{4\pi n_0}},\qquad
c_s=\sqrt{\frac TM},\qquad
\kappa^2\lambda^2=1-\frac{T}{Mu_0^2}=1-\frac{c_s^2}{u_0^2}.
\label{eq:scaled}
\end{equation}
For very fast ions $\kappa^2\lambda^2\to1$. Their density hardly responds to the potential, and the electrons alone set the length $\lambda$.

\section*{(d) The condition on the entry speed}

\textbf{Question.} For which $u_0$ does the linear equation have a solution that vanishes toward the plasma and falls monotonically toward the wall?

\textbf{Solution.} If $u_0>c_s$, then $\kappa^2>0$. Taking $\kappa>0$, the general solution is $\phi=Ae^{\kappa x}+Be^{-\kappa x}$. The second term grows without limit as $x\to-\infty$, so $B=0$. With $A<0$,
\begin{equation}
\phi=-|A|e^{\kappa x},\qquad \phi'=\kappa\phi<0 ,
\end{equation}
which is a monotonic fall starting from a field-free plasma.

If $u_0<c_s$, then $\kappa^2=-q^2$ with $q>0$, and $\phi=A\cos qx+B\sin qx$. This function keeps its amplitude as $x\to-\infty$. It can tend to zero there only if $A=B=0$, which means no sheath at all. A small disturbance that does not vanish there oscillates with wavelength $2\pi/q$, so its potential turns back instead of continuing to fall.

A monotonic sheath therefore requires
\begin{equation}
u_0\ge c_s=\sqrt{\frac TM},
\qquad\text{or}\qquad
\tfrac12Mu_0^2\ge\tfrac12T .
\label{eq:bohm}
\end{equation}
This is the Bohm criterion. Linear theory excludes $u_0<c_s$ and admits $u_0>c_s$. At equality $\kappa^2=0$ and it gives no verdict, so the equality sign in \eqref{eq:bohm} rests on part (e).

The cause is the sign of the space charge. To bend the potential further downward, $\phi''<0$, the charge must be positive. Near the edge, slow ions are thinned by acceleration more than the electrons are thinned by repulsion. The charge is then negative and bends the potential back up.

The ions must have this energy on arrival at the sheath. If they start from rest and fall freely, a potential drop of at least $T/2$ must lie ahead of the edge, in the quasineutral region called the presheath. If collisions take energy from them on the way, the drop must be larger.

\section*{(e) Entry at the threshold speed}

\textbf{Question.} Decide whether $u_0=c_s$ is allowed, and find the shape of the potential near the plasma.

\textbf{Solution.} Define the positive variable $\chi=-\phi/T$, the length $\xi=x/\lambda$ and the ratio $w=Mu_0^2/T=u_0^2/c_s^2$. Then $\phi''=-(T/\lambda^2)\,d^2\chi/d\xi^2$. Since $4\pi n_0\lambda^2/T=1$, equation \eqref{eq:poisson} becomes
\begin{equation}
\frac{d^2\chi}{d\xi^2}=N(\chi),\qquad
N(\chi)=\left(1+\frac{2\chi}{w}\right)^{-1/2}-e^{-\chi}.
\label{eq:N}
\end{equation}
To second order,
\begin{align}
N&\approx\left(1-\frac{\chi}{w}+\frac{3\chi^2}{2w^2}\right)
-\left(1-\chi+\frac{\chi^2}{2}\right)\notag\\
&=\left(1-\frac1w\right)\chi+\left(\frac3{2w^2}-\frac12\right)\chi^2 .
\label{eq:second}
\end{align}
At threshold $w=1$ the linear term vanishes and $N\approx\chi^2$, which is positive. The equation $d^2\chi/d\xi^2=\chi^2$ is multiplied by $d\chi/d\xi$ and integrated from the plasma, where $\chi$ and its slope vanish:
\begin{equation}
\frac12\left(\frac{d\chi}{d\xi}\right)^2=\frac{\chi^3}{3}
\quad\Rightarrow\quad
\chi^{-3/2}\,d\chi=\sqrt{\tfrac23}\,d\xi .
\end{equation}
The positive root is taken because $\chi$ grows toward the wall. Integration gives $2\chi^{-1/2}=\sqrt{2/3}\,(\xi_0-\xi)$ with a constant $\xi_0$, and therefore
\begin{equation}
\chi=\frac{6}{(\xi_0-\xi)^2}.
\label{eq:tail}
\end{equation}
This is monotonic and vanishes toward the plasma, so equality is allowed. The approach to the plasma follows a power law instead of an exponential. The formula holds where $\chi\ll1$; its divergence at $\xi_0$ lies outside that range.

\section*{(f) Beyond small potentials}

\textbf{Question.} Linear theory covers the start of the sheath. Show that within the full model the profile stays monotonic down to the wall when $u_0\ge c_s$, and that no field-free start exists when $u_0<c_s$.

\textbf{Solution.} The space charge is positive when $(1+2\chi/w)^{-1/2}>e^{-\chi}$. Both sides are positive, so squaring and taking reciprocals gives the equivalent condition
\begin{equation}
e^{2\chi}>1+\frac{2\chi}{w}.
\label{eq:sign}
\end{equation}
For $w\ge1$ and any $\chi>0$ this holds, because $e^{2\chi}>1+2\chi\ge1+2\chi/w$.

Next, \eqref{eq:N} is multiplied by $d\chi/d\xi$ and integrated from the edge, where the slope is $F$:
\begin{equation}
\frac12\left(\frac{d\chi}{d\xi}\right)^2-\frac{F^2}{2}=S(\chi),
\qquad S(\chi)=\int_0^\chi N(c)\,dc .
\label{eq:first}
\end{equation}
The ion term integrates to $w[(1+2\chi/w)^{1/2}-1]$ and the electron term to $-(1-e^{-\chi})$, so
\begin{equation}
S(\chi)=w\left[\sqrt{1+\frac{2\chi}{w}}-1\right]+e^{-\chi}-1 .
\label{eq:S}
\end{equation}
Multiplied by $n_0T$, this is a momentum balance. The first term is the gain in ion momentum flux, $n_0Mu_0(v-u_0)$, the rest is the change in electron pressure, and the left side of \eqref{eq:first} is the gain in $\phi'^2/(8\pi)$.

For a field-free edge $F=0$. If $w\ge1$, then $N>0$ makes $S>0$ for every $\chi>0$. The slope $\sqrt{2S}$ never vanishes inside the sheath, and the profile is monotonic to any depth.

If $w<1$, integrating the linear term of \eqref{eq:second} gives
\begin{equation}
S\approx\frac12\left(1-\frac1w\right)\chi^2<0
\end{equation}
for small $\chi$. The square of a real slope would have to be negative, so no profile can leave the field-free plasma. This confirms the linear result without appeal to oscillating solutions.

In tests, the full equation \eqref{eq:N} was integrated from $\chi=0$ with the small slope $F=10^{-3}$. For $u_0=0.8\,c_s$ the potential turned back. For $c_s$ and $1.2\,c_s$ it fell without turning to the end of the run at $\chi=5$.

\section*{(g) A finite field at the edge}

\textbf{Question.} Suppose the edge is neutral but has a finite slope $F>0$. Can ions with $u_0<c_s$ then form a monotonic sheath?

\textbf{Solution.} Equation \eqref{eq:first} now reads $(d\chi/d\xi)^2=F^2+2S(\chi)$, and a negative $S$ is no longer fatal. For $w<1$, let $g(\chi)=e^{2\chi}-1-2\chi/w$, which has the sign of $N$. It starts at zero with slope $2(1-1/w)<0$, it is convex, and it grows without limit. It therefore has one positive zero $\chi_*$. The charge is negative for $0<\chi<\chi_*$ and positive beyond, so $S$ has its minimum at $\chi_*$. A sheath deeper than $\chi_*$ is monotonic if
\begin{equation}
F>F_c=\sqrt{-2S(\chi_*)}.
\label{eq:Fc}
\end{equation}
For smaller $F$ the slope reaches zero before $\chi_*$ and the potential turns back. At $F=F_c$ both slope and curvature vanish at $\chi_*$, so the profile levels off there.

The Bohm criterion thus depends on the field-free edge. A presheath of length $L$ with a potential drop of order $T$ has an average field of order $T/L$, which is a slope of order $\lambda/L$ in the present units. The slope $F$ at the edge can be larger than this average. If it too vanishes as $\lambda/L\to0$, the criterion becomes sharp in that limit.

\section*{(h) Numbers for a tantalum plasma}

\textbf{Question.} In ionized metal deposition, tantalum ions are drawn from a plasma to a surface. Take Ta$^+$ ions, $T=3$ eV and $n_0=10^{-14}$ per cubic angstrom. Evaluate the threshold, and compare entry at $0.8$, $1$ and $1.2$ times $c_s$. Then find the least edge field for $0.9\,c_s$.

\textbf{Solution.} The temperature and density are chosen round values, and Ta$^+$ is taken as the only ion. The density, $10^{16}$ m$^{-3}$, is low for this process: discharges that ionize much of the metal are usually one to two orders of magnitude denser. The speeds and energies below do not depend on $n_0$, the lengths scale as $n_0^{-1/2}$, and the fields as $n_0^{1/2}$. Deposition plasmas often contain argon ions as well. The threshold is then a condition on all ion species together, and the values below do not apply to tantalum alone. The full set of results is in the numerical output.

\emph{Threshold.} The least entry energy is $T/2=1.50$ eV, whatever the ion mass. The mass, $180.9$ u, sets the speed: $c_s=12.65$ angstrom/ps, or $1265$ m/s. The Debye length is $\lambda=1.288\times10^6$ angstrom.

\emph{Space charge.} The entry energies are $0.64\times1.50=0.96$ eV, $1.50$ eV and $1.44\times1.50=2.16$ eV. After a drop of $0.30$ eV, $\chi=0.1$ and $n_e/n_0=e^{-0.1}=0.905$. The ion densities are
\begin{align}
0.8\,c_s:&\quad n_i/n_0=(1+0.2/0.64)^{-1/2}=0.873,\notag\\
1.0\,c_s:&\quad n_i/n_0=(1+0.2)^{-1/2}=0.913,\notag\\
1.2\,c_s:&\quad n_i/n_0=(1+0.2/1.44)^{-1/2}=0.937.\notag
\end{align}
The net densities are $-0.032\,n_0$, $+0.008\,n_0$ and $+0.032\,n_0$. The slow ions leave a negative charge, as part (d) requires. The small positive value at threshold is about a fifth below the leading term $\chi^2=0.010$. For $0.8\,c_s$ the linear term alone would give $-0.5625\times0.1=-0.056$. The difference shows that a drop of $0.30$ eV is already beyond the linear range for ions of $0.96$ eV, although the sign is right.

\emph{Lengths.} From \eqref{eq:scaled}, $\kappa^2\lambda^2=1-1/0.64=-0.5625$ at $0.8\,c_s$ and $1-1/1.44=0.3056$ at $1.2\,c_s$. Integration of the full equation at very small amplitude gives the same values to the four digits printed. Hence
\begin{align}
\frac{2\pi}{q}&=\frac{2\pi\lambda}{\sqrt{0.5625}}=8.38\,\lambda=1.08\times10^7\ \text{angstrom},\notag\\
\frac1\kappa&=\frac{\lambda}{\sqrt{0.3056}}=1.81\,\lambda=2.33\times10^6\ \text{angstrom}.\notag
\end{align}
The first is the wavelength below threshold. The second is the distance over which the potential grows by a factor $e$ above it.

\emph{Tail at threshold.} Let the drop grow from $0.0003$ eV to $0.0012$ eV, so that $\chi$ goes from $10^{-4}$ to $4\times10^{-4}$. By \eqref{eq:tail} the distance is
\begin{equation}
\lambda\sqrt6\left(\frac1{\sqrt{10^{-4}}}-\frac1{\sqrt{4\times10^{-4}}}\right)
=122\,\lambda=1.577\times10^8\ \text{angstrom}.
\end{equation}
Quadrature of the full first integral agrees to about two parts in $10^4$ of this distance. At $1.2\,c_s$ the same fourfold growth takes $\ln4/\kappa=2.5\,\lambda$. This distance is a property of the idealized model and is not found in a real discharge. Here $N\approx\chi^2\sim10^{-8}$, so very small neglected terms dominate. Friction with a momentum-loss length $\ell$ lowers $v^2/c_s^2$ by about $2\xi\lambda/\ell$ over a distance $\xi$, and so adds about $\xi\lambda/\ell$ to $N$. With $\xi\sim10^2$ this is negligible only for $\ell\gg10^{10}\lambda$, far more than the length of the tail. A linear term in $N$ must likewise have a coefficient well below $\chi\sim10^{-4}$. Electrons lost to a wall at depth $\chi_w$ give a coefficient of about $e^{-\chi_w}/(2\sqrt{\pi\chi_w})$, which is $5\times10^{-4}$ for a floating wall at $\chi_w\approx5.4$. An ion temperature $T_i$ gives about $-3T_i/T$, near $-0.03$ at room temperature. The power law can describe a real plasma only at much larger $\chi$, where these terms are small.

\emph{Slower ions with an edge field.} At $0.9\,c_s$ the entry energy is $0.81\times1.50=1.215$ eV. The net charge changes sign at a drop of $0.611$ eV, so $\chi_*=0.6114/3=0.2038$. With $w=0.81$,
\begin{align}
S(\chi_*)&=0.81\left(\sqrt{1+0.4076/0.81}-1\right)+e^{-0.2038}-1\notag\\
&=0.18310-0.18437=-0.00127,\notag\\
F_c&=\sqrt{0.00254}=0.0504 .\notag
\end{align}
The force on an ion at the edge must exceed $F_cT/\lambda=0.151\ \text{eV}/\lambda=1.17\times10^{-7}$ eV/angstrom. In a test with the full equation, a field $2\%$ above this value carried the profile through to $\chi=5$, and one $2\%$ below it did not.

At the least field, the potential energy of an ion would change by $T$ over $\lambda/F_c\approx20\,\lambda$. In this collisionless model, a weaker edge field cannot carry ions at $0.9\,c_s$ to a drop of $0.611$ eV. For $F\ll F_c$ the potential turns back near $\chi=F/(q\lambda)$, a drop of only about $0.03$ eV at $F_c/10$. This is not a limit on a real discharge. Where the field is that weak, ions at $0.9\,c_s$ are still in the presheath, and the collisions or ionization left out here let them continue to accelerate toward $c_s$.

\section*{Numbers as computed}
\begin{verbatim}
Electron temperature: 3.0 eV
Edge density: 1.0e-14 per cubic angstrom
Tantalum atomic mass: 180.948 u
Debye length: 1.2876e+06 angstrom
Threshold energy, root search: 1.50000 eV
Threshold speed, root search: 12.6478 angstrom/ps
Threshold speed, sqrt(T/M): 12.6478 angstrom/ps
Threshold speed, converted: 1264.8 m/s
Potential drop for the density comparison: 0.30 eV
Electron density / n0 there: 0.9048
Entry at 0.8 c_s: energy 0.960 eV
  ion density / n0 after the drop: 0.8729
  net density / n0 after the drop: -0.0320
  kappa^2 debye^2, formula: -0.5625
Entry at 1.0 c_s: energy 1.500 eV
  ion density / n0 after the drop: 0.9129
  net density / n0 after the drop: +0.0080
  kappa^2 debye^2, formula: +0.0000
Entry at 1.2 c_s: energy 2.160 eV
  ion density / n0 after the drop: 0.9370
  net density / n0 after the drop: +0.0322
  kappa^2 debye^2, formula: +0.3056
kappa^2 debye^2 at 0.8 c_s, integrated: -0.5625
kappa^2 debye^2 at 1.2 c_s, integrated: +0.3056
Wavelength at 0.8 c_s, integrated: 1.0787e+07 angstrom
Growth length at 1.2 c_s, integrated: 2.3293e+06 angstrom
Tail at c_s, start of drop: 0.0003 eV
Tail at c_s, end of drop: 0.0012 eV
Tail distance, quadrature: 1.5773e+08 angstrom
Tail distance, 6/s^2 law: 1.5770e+08 angstrom
Entry at 0.9 c_s: energy 1.215 eV
  drop at which net charge changes sign: 0.6114 eV
  least edge field times Debye length: 0.1512 eV
  least edge force on an ion: 1.174e-07 eV/angstrom
\end{verbatim}
